# Absorbance of a free-standing sheet and the Dirac value πα: a program that tests the result

```python
"""Absorbance of a free-standing thin sheet at normal incidence.

Result under test: A = w L Im(eps) / (hbar c) to first order, where w is the
photon energy, L the supercell height and eps the in-plane supercell dielectric
function. For four massless, undoped, independent Dirac cones this is pi*alpha.
To all orders A = Re(s)/|1+s/2|^2 with s = -i w L (eps-1)/(hbar c).
Units: eV, angstrom, time in hbar/eV. hv is hbar times the Dirac velocity,
e2 is e^2/(4 pi eps0), gap is the band gap. Time factor exp(-i w t).
"""
import numpy as np
from scipy import constants as const

alpha = const.fine_structure
hbarc = const.hbar * const.c / const.e * 1e10
e2 = alpha * hbarc
CONES = 4


def layer(eps, d, w):
    """Matrix taking (E, H) at the back of a layer to (E, H) at its front."""
    n = np.sqrt(complex(eps))
    phase = n * w * d / hbarc
    return np.array([[np.cos(phase), -1j * np.sin(phase) / n],
                     [-1j * n * np.sin(phase), np.cos(phase)]])


def film_optics(eps, d, w):
    """Absorbance, reflectance, transmittance of a finite film in vacuum."""
    m = layer(eps, d, w)
    t = 2 / m.sum()
    r = t * (m[0, 0] + m[0, 1]) - 1
    R, T = abs(r)**2, abs(t)**2
    return 1 - R - T, R, T


def sheet_optics(s):
    """The same three quantities from the zero-thickness sheet formula."""
    t2 = 1 / abs(1 + s / 2)**2
    return s.real * t2, abs(s / 2)**2 * t2, t2


def stack_eps(eps_film, d, L, w):
    """Dielectric function from the Bloch wave number of a periodic stack."""
    m = layer(eps_film, d, w) @ layer(1, L - d, w)
    qL = np.arccos(complex(np.trace(m) / 2))
    return (qL * hbarc / (w * L))**2


def dirac_im_eps(w, hv, L, gap=0.0, width=0.05, n=240):
    """Im eps by a k-sum over numerically diagonalized Hamiltonians."""
    kmax = (w + 10 * width) / (2 * hv)
    dk = 2 * kmax / n
    k = -kmax + dk * (np.arange(n) + 0.5)
    kx, ky = np.meshgrid(k, k, indexing="ij")
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0, -1.0])
    H = hv * (kx[..., None, None] * sx + ky[..., None, None] * sy)
    H = H + gap / 2 * sz
    E, V = np.linalg.eigh(H)
    vcv = hv * np.einsum("xyi,ij,xyj->xy", V[..., 1].conj(), sx, V[..., 0])
    x = (E[..., 1] - E[..., 0] - w) / width
    delta = np.exp(-x**2 / 2) / (width * np.sqrt(2 * np.pi))
    total = CONES * np.sum(abs(vcv)**2 * delta) * dk**2 / (2 * np.pi)**2
    return 4 * np.pi**2 * e2 / (w**2 * L) * total


def pulse_conductivity(w, hv):
    """Absorbed energy per area over the time integral of (eE)^2.

    The electrons are propagated in a weak pulse; the ratio is the sheet
    conductivity in units of e^2/hbar.
    """
    tau, dt = 6 / w, 0.02 / w
    a0 = 1e-3 * w / hv
    nk, nphi = 100, 12
    dk = w / hv / nk
    k = dk * (np.arange(nk) + 0.5)[:, None]
    phi = 2 * np.pi * (np.arange(nphi) + 0.5)[None, :] / nphi
    up = np.ones((nk, nphi), complex) / np.sqrt(2)
    down = -np.exp(1j * phi) * up
    steps = int(round(12 * tau / dt))
    times = -6 * tau + dt * (np.arange(steps) + 0.5)
    envelope = a0 * np.exp(-times**2 / (2 * tau**2))
    shift = envelope * np.cos(w * times)
    force = envelope * (w * np.sin(w * times)
                        + times / tau**2 * np.cos(w * times))
    for a in shift:
        z = hv * (k * np.exp(-1j * phi) + a)
        size = abs(z)
        cosine = np.cos(size * dt)
        factor = -1j * np.sin(size * dt) / size
        up, down = (cosine * up + factor * z * down,
                    cosine * down + factor * z.conj() * up)
    excited = abs(up + np.exp(-1j * phi) * down)**2 / 2
    measure = k * dk * (2 * np.pi / nphi) / (2 * np.pi)**2
    gain = CONES * np.sum(measure * 2 * hv * k * excited)
    return gain / (np.sum(force**2) * dt), excited.max()


# Model parameters
w, hv, L, d = 2.0, 6.0, 20.0, 3.0
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"1/alpha = c in atomic units = {1/alpha:.4f}")
print(f"hbar c = {hbarc:.3f} eV angstrom")
print(f"e^2 (Gaussian) = {e2:.4f} eV angstrom")
print(f"photon energy = {w:.1f} eV, hbar v = {hv:.1f} eV angstrom")
print(f"cell height L = {L:.1f} angstrom")
print(f"wavelength = {2*np.pi*hbarc/w:.0f} angstrom")
print(f"resonant wave number = {w/(2*hv):.4f} 1/angstrom")

# Supercell average and sheet optics for a film with a complex response
eps_film = 6 + 8j
print(f"test film: thickness {d:.1f} angstrom, eps = {eps_film}")
s_film = -1j * w * d * (eps_film - 1) / hbarc
for height in (10.0, 20.0, 40.0):
    eps_cell = stack_eps(eps_film, d, height, w)
    average = 1 + d / height * (eps_film - 1)
    assert abs(eps_cell - average) < 2e-3 * abs(average - 1)
    linear = w * height * eps_cell.imag / hbarc
    assert abs(linear / s_film.real - 1) < 2e-3
    print(f"stack L = {height:.0f} angstrom: Im eps = {eps_cell.imag:.4f}, "
          f"w L Im eps/(hbar c) = {linear:.5f}")
film = film_optics(eps_film, d, w)
sheet = sheet_optics(s_film)
assert abs(film[0] / sheet[0] - 1) < 5e-4
print(f"test film absorbance: Maxwell {film[0]:.5f}, sheet {sheet[0]:.5f}")

# Weak limit: error of the linear formula must fall in proportion to s
errors = []
for scale in (1.0, 0.1):
    weak = film_optics(1 + 8j * scale, d, w)[0]
    errors.append(w * d * 8 * scale / hbarc / weak - 1)
assert 8 < errors[0] / errors[1] < 12
print(f"relative excess of linear formula: {errors[0]:.5f}; "
      f"response ten times weaker: {errors[1]:.5f}")

# Strong absorber: the linear formula must fail, the sheet formula must hold
thin = 0.01
strong_eps = 1 + 2j * hbarc / (w * thin)
strong = film_optics(strong_eps, thin, w)[0]
strong_linear = w * thin * strong_eps.imag / hbarc
assert abs(strong - sheet_optics(complex(strong_linear))[0]) < 1e-3
print(f"strong absorber: linear formula {strong_linear:.3f}, "
      f"Maxwell {strong:.3f}")

# Dirac electrons: explicit k-sum against the closed forms
im_eps = dirac_im_eps(w, hv, L)
closed = np.pi * e2 / (w * L)
assert abs(im_eps / closed - 1) < 1e-3
print(f"Dirac Im eps: k-sum {im_eps:.4f}, closed form {closed:.4f}")
for energy, speed in ((1.0, 6.0), (2.0, 6.0), (3.0, 6.0), (2.0, 3.0)):
    a_lin = energy * L * dirac_im_eps(energy, speed, L) / hbarc
    assert abs(a_lin / (np.pi * alpha) - 1) < 1e-3
    print(f"k-sum, w = {energy:.0f} eV, hbar v = {speed:.0f} eV angstrom: "
          f"linear absorbance = {a_lin:.6f}")
gap = 1.0
for energy in (2.0, 3.0):
    ratio = energy * L * dirac_im_eps(energy, hv, L, gap)
    ratio /= hbarc * np.pi * alpha
    assert abs(ratio / (1 + gap**2 / energy**2) - 1) < 1e-3
    print(f"gap {gap:.0f} eV, w = {energy:.0f} eV: "
          f"absorbance/(pi alpha) = {ratio:.4f}")

# Real-time propagation: no dielectric formula and no golden rule
sigma, p_max = pulse_conductivity(w, hv)
assert abs(sigma - 0.25) < 5e-4
absorbed = 4 * np.pi * alpha * sigma
assert abs(absorbed / (np.pi * alpha) - 1) < 2e-3
print(f"pulse: largest excitation probability = {p_max:.1e}")
print(f"pulse: sheet conductivity = {sigma:.5f} e^2/hbar")
print(f"pulse: absorbed energy/incident energy = {absorbed:.6f}")

# Final numbers for the Dirac sheet, checked with a film of finite thickness
exact = sheet_optics(complex(np.pi * alpha))
finite = film_optics(1 + 1j * L * im_eps / d, d, w)
assert np.allclose(exact, finite, rtol=0, atol=2e-5)
print(f"pi alpha = {np.pi*alpha:.6f} = {100*np.pi*alpha:.3f} percent")
print(f"one cone: pi alpha/4 = {np.pi*alpha/4:.6f}")
print(f"Dirac sheet, all orders: absorbance = {exact[0]:.6f}")
print(f"Dirac sheet, all orders: reflectance = {exact[1]:.6f}")
print(f"Dirac sheet, all orders: transmittance = {exact[2]:.6f}")
print(f"Dirac film of {d:.0f} angstrom, Maxwell: A = {finite[0]:.6f}")
print("OK")
```

Output:

```
fine-structure constant alpha = 0.00729735
1/alpha = c in atomic units = 137.0360
hbar c = 1973.270 eV angstrom
e^2 (Gaussian) = 14.3996 eV angstrom
photon energy = 2.0 eV, hbar v = 6.0 eV angstrom
cell height L = 20.0 angstrom
wavelength = 6199 angstrom
resonant wave number = 0.1667 1/angstrom
test film: thickness 3.0 angstrom, eps = (6+8j)
stack L = 10 angstrom: Im eps = 2.4000, w L Im eps/(hbar c) = 0.02433
stack L = 20 angstrom: Im eps = 1.2000, w L Im eps/(hbar c) = 0.02433
stack L = 40 angstrom: Im eps = 0.6001, w L Im eps/(hbar c) = 0.02433
test film absorbance: Maxwell 0.02374, sheet 0.02374
relative excess of linear formula: 0.02447; response ten times weaker: 0.00243
strong absorber: linear formula 2.000, Maxwell 0.500
Dirac Im eps: k-sum 1.1309, closed form 1.1309
k-sum, w = 1 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 2 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 3 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 2 eV, hbar v = 3 eV angstrom: linear absorbance = 0.022925
gap 1 eV, w = 2 eV: absorbance/(pi alpha) = 1.2502
gap 1 eV, w = 3 eV: absorbance/(pi alpha) = 1.1111
pulse: largest excitation probability = 5.3e-05
pulse: sheet conductivity = 0.24999 e^2/hbar
pulse: absorbed energy/incident energy = 0.022924
pi alpha = 0.022925 = 2.293 percent
one cone: pi alpha/4 = 0.005731
Dirac sheet, all orders: absorbance = 0.022409
Dirac sheet, all orders: reflectance = 0.000128
Dirac sheet, all orders: transmittance = 0.977463
Dirac film of 3 angstrom, Maxwell: A = 0.022409
OK
```
